# Static permittivity of a polar crystal from its optical frequencies

## The problem

A cubic, undoped polar crystal has one infrared-active optical vibration. Its transverse frequency is 793 cm\(^{-1}\), its longitudinal frequency is 969 cm\(^{-1}\), and its relative permittivity well above these frequencies, but well below the electronic transitions, is \(\varepsilon_\infty=6.7\). Show that the static relative permittivity \(\varepsilon_s\) is about 10.0 in the one-mode model. "Static" means far below the vibration frequencies, with the crystal held at fixed macroscopic strain.

## A tempting solution

Place the crystal between two plates, and let the ions move perpendicular to them. If the plates are short-circuited, the macroscopic field inside is zero, and the ions vibrate at the transverse frequency. If the plates are isolated and carry no free charge, the displaced ions produce a field that pulls them back. The motion is stiffer, and its frequency is the longitudinal one.

The same ions are responsible for the difference between \(\varepsilon_s\) and \(\varepsilon_\infty\). It is therefore reasonable to suppose that \(\varepsilon_s/\varepsilon_\infty\) equals the ratio of the two stiffnesses. Since a stiffer oscillator has a higher frequency, take the ratio of the frequencies:

\[
\frac{\varepsilon_s}{\varepsilon_\infty}=\frac{969}{793}=1.222,
\qquad
\varepsilon_s=6.7\times1.222=8.19 .
\]

This is well short of 10.0.

## Where it fails

The fault is in the last step. An oscillator of mass \(\mu\) and spring constant \(k\) has \(\omega^2=k/\mu\), so at equal mass the stiffness ratio is the square of the frequency ratio. The earlier supposition, that the permittivities stand in the ratio of the stiffnesses, turns out to be correct, but it was not proved. The solution below proves it.

## Equations of motion

Let \(u\) be the displacement of the positive ions relative to the negative ones, \(\mu\) the reduced mass of an ion pair, and \(N\) the number of pairs per volume. The motion is taken as harmonic, with a wavelength much longer than the unit cell. In a cubic crystal \(u\), the macroscopic field \(E\) and the polarization \(P\) can be taken along one line.

The field acting on an ion differs from \(E\), because neighbouring dipoles contribute. In the Lorentz model this local field is \(E_{\rm loc}=E+P/(3\varepsilon_0)\). Let the ions have charge \(\pm q\), a short-range spring constant \(k\), and an electronic polarizability \(\alpha\) per pair. Then

\[
\mu\ddot u=-ku+qE_{\rm loc},\qquad
P=N(qu+\alpha E_{\rm loc}).
\]

Insert \(E_{\rm loc}\) into the second equation and collect \(P\) on the left. With \(d=1-N\alpha/(3\varepsilon_0)\),

\[
P=\frac{Nq}{d}\,u+\frac{N\alpha}{d}\,E .
\]

Put this back into the local field. The coefficient of \(E\) is \(1+N\alpha/(3\varepsilon_0d)=1/d\), because \(d+N\alpha/(3\varepsilon_0)=1\). Therefore

\[
E_{\rm loc}=\frac{E}{d}+\frac{Nq}{3\varepsilon_0d}\,u,
\qquad
\mu\ddot u=-\Big(k-\frac{Nq^2}{3\varepsilon_0d}\Big)u+\frac{q}{d}E .
\]

The local field has two effects. It softens the spring, and it replaces \(q\) by an effective charge \(Q=q/d\), which is the same in the force and in the polarization. Call the softened spring constant \(\mu\omega_T^2\), assumed positive so that the crystal is stable. At frequencies where the ions cannot follow, \(u=0\), and the remaining term of \(P\) is the electronic one, \(\varepsilon_0(\varepsilon_\infty-1)E\). The model thus becomes

\[
\mu\ddot u=-\mu\omega_T^2u+QE,\qquad
P=NQu+\varepsilon_0(\varepsilon_\infty-1)E. \tag{1}
\]

From here on, the local field needs no separate treatment.

## Permittivity

For a time dependence \(e^{-i\omega t}\), \(\ddot u=-\omega^2u\), and the first equation of (1) gives

\[
u=\frac{QE}{\mu(\omega_T^2-\omega^2)} .
\]

Insert this into \(D=\varepsilon_0E+P=\varepsilon_0\varepsilon(\omega)E\) and divide by \(\varepsilon_0E\):

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{G}{\omega_T^2-\omega^2},
\qquad G=\frac{NQ^2}{\varepsilon_0\mu}. \tag{2}
\]

At \(\omega=0\),

\[
\varepsilon_s=\varepsilon_\infty+\frac{G}{\omega_T^2}. \tag{3}
\]

The strength \(G\) is not given. The longitudinal frequency supplies it.

## The two free vibrations

Consider a plane wave with wavevector \(\mathbf K\). In a transverse wave the field is perpendicular to \(\mathbf K\). If retardation is neglected, the electric field has no curl, so \(\mathbf K\times\mathbf E=0\). A field perpendicular to \(\mathbf K\) can satisfy this only by vanishing. With \(E=0\), equation (1) gives vibration at \(\omega_T\), which is therefore the transverse frequency.

In a longitudinal wave all vectors are parallel to \(\mathbf K\). Without free charge, \(\mathbf K\cdot\mathbf D=0\), so \(D=0\). The second equation of (1) then gives

\[
0=\varepsilon_0\varepsilon_\infty E+NQu,
\qquad
E=-\frac{NQ}{\varepsilon_0\varepsilon_\infty}u .
\]

The minus sign shows that this field opposes the displacement. Put it into the equation of motion and divide by \(\mu\):

\[
\ddot u=-\Big(\omega_T^2+\frac{NQ^2}{\varepsilon_0\varepsilon_\infty\mu}\Big)u,
\qquad
\omega_L^2=\omega_T^2+\frac{G}{\varepsilon_\infty}. \tag{4}
\]

The factor \(1/\varepsilon_\infty\) is the screening of the ionic field by the electrons. Solve (4) for \(G=\varepsilon_\infty(\omega_L^2-\omega_T^2)\) and insert it into (3):

\[
\varepsilon_s
=\varepsilon_\infty+\varepsilon_\infty\frac{\omega_L^2-\omega_T^2}{\omega_T^2}
=\varepsilon_\infty\frac{\omega_L^2}{\omega_T^2}. \tag{5}
\]

This is the Lyddane–Sachs–Teller relation. Since \(\mu\omega_L^2\) and \(\mu\omega_T^2\) are the stiffnesses at \(D=0\) and \(E=0\), the permittivity ratio is indeed the stiffness ratio.

The same \(G\) in (2) gives

\[
\varepsilon(\omega)=\varepsilon_\infty
\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}. \tag{6}
\]

This form exposes the wrong answer in another way. A static value \(\varepsilon_\infty\omega_L/\omega_T\) would require the zero of \(\varepsilon(\omega)\) to lie at \(\sqrt{\omega_T\omega_L}\), below the given longitudinal frequency.

## The numbers

A wavenumber is \(\omega/(2\pi c)\), and the common factor cancels in the ratio:

\[
\frac{\omega_L}{\omega_T}=\frac{969}{793}=1.22194,\qquad
\Big(\frac{\omega_L}{\omega_T}\Big)^2=1.49314,
\]

\[
\varepsilon_s=6.7\times1.49314=10.004\approx10.0 .
\]

The ions contribute \(10.004-6.7=3.304\), about a third of the total. At signal frequencies far below the vibration, and at fixed strain, a capacitor filled with this crystal has the capacitance set by 10.0, not by 6.7.

The third decimal records the arithmetic and is not a claim about accuracy. If \(\varepsilon_\infty\) is uncertain by 0.05 and each frequency by 0.5 cm\(^{-1}\), as their last digits suggest, the extreme combinations give 9.91 and 10.10. Most of this range comes from \(\varepsilon_\infty\), whose uncertainty alone contributes \(0.05\times1.493=0.075\) either way.

## Limiting cases

If the effective charge goes to zero, so does \(G\). The two frequencies then coincide and \(\varepsilon_s=\varepsilon_\infty\): the vibration carries no dipole and cannot add to the permittivity.

If instead \(\omega_T\) falls towards zero at fixed \(G\), equation (3) makes \(\varepsilon_s\) grow as \(1/\omega_T^2\), while (4) leaves \(\omega_L\) finite. The crystal becomes very polarizable because its ions meet little resistance at zero field. The harmonic model fails close to this limit, where the displacements become large.

Between \(\omega_T\) and \(\omega_L\), (6) is negative, and an undamped transverse wave cannot propagate.

## What absorption says

Damping adds \(-i\gamma\omega\) to the denominator of (2). It vanishes at \(\omega=0\), so \(\varepsilon_s\) is unchanged. The imaginary part, divided by \(\omega\), is

\[
\frac{\operatorname{Im}\varepsilon}{\omega}
=\frac{G\gamma}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}.
\]

To find its area, set \(x=\omega-\omega_T^2/\omega\). The denominator becomes \(\omega^2(x^2+\gamma^2)\). Define

\[
I=\int_0^\infty\frac{d\omega}{\omega^2(x^2+\gamma^2)},\qquad
J=\int_0^\infty\frac{d\omega}{x^2+\gamma^2}.
\]

The substitution \(\omega\to\omega_T^2/\omega\) changes the sign of \(x\) and shows that \(\omega_T^2I=J\). Also \(dx=(1+\omega_T^2/\omega^2)\,d\omega\), and \(x\) runs from \(-\infty\) to \(\infty\), so

\[
J+\omega_T^2I=\int_{-\infty}^{\infty}\frac{dx}{x^2+\gamma^2}=\frac{\pi}{\gamma}.
\]

Hence \(I=\pi/(2\gamma\omega_T^2)\), and

\[
\frac{2}{\pi}\int_0^\infty\frac{\operatorname{Im}\varepsilon(\omega)}{\omega}\,d\omega
=\frac{G}{\omega_T^2}=\varepsilon_s-\varepsilon_\infty=3.304 .
\]

The ionic part of the static permittivity can thus be read from the infrared absorption, whatever the linewidth in this model.

## When there is a second mode

With two modes of static strengths \(S_1,S_2\) and transverse frequencies \(\omega_{T1},\omega_{T2}\),

\[
\varepsilon(\omega)=\varepsilon_\infty+
\sum_{j=1}^{2}\frac{S_j\omega_{Tj}^2}{\omega_{Tj}^2-\omega^2}.
\]

Over a common denominator, the numerator is a quadratic in \(\omega^2\). Its zeros are the squared longitudinal frequencies, and the limit \(\omega\to\infty\) fixes the prefactor as \(\varepsilon_\infty\). Setting \(\omega=0\) gives

\[
\varepsilon_s=\varepsilon_\infty
\frac{\omega_{L1}^2\,\omega_{L2}^2}{\omega_{T1}^2\,\omega_{T2}^2}.
\]

Keep the main mode at 793 cm\(^{-1}\) with strength 3.304, and add a weak one at 400 cm\(^{-1}\) with strength 0.1. Numerical root finding puts the zeros at 401.79 and 969.49 cm\(^{-1}\). The full product is 10.104, whereas the main pair alone gives 10.014. A splitting of less than 2 cm\(^{-1}\), easy to overlook, carries the missing 0.09.

## Beside real power-device crystals

The parameters are in the regime of stiff, wide-gap polar semiconductors made of light atoms and used in power chips. Static permittivities of roughly 9 to 10 are typical there, so the result is not unusual. Many such crystals are hexagonal, which breaks the cubic assumption. If \(\omega_T\) is 10 cm\(^{-1}\) lower along one axis, with \(\omega_L\) and \(\varepsilon_\infty\) held fixed, (5) gives a value 0.26 higher for that axis. In real hexagonal crystals \(\varepsilon_\infty\) and \(\omega_L\) also differ between the axes, with effects of comparable size, so (5) must be applied to each axis with its own three values. This shift, like the estimates below, rests on rough assumed inputs.

**Changes of the permittivity itself.**

- *Heating by 200 K.* Let both frequencies fall by 0.02 cm\(^{-1}\)/K and \(\varepsilon_\infty\) rise by \(2\times10^{-4}\) per kelvin. Then \(\varepsilon_s\) rises by 0.08.
- *A field of 3 MV/cm,* roughly the scale of breakdown. Take a reduced mass \(\mu\) of 8 u and a volume \(1/N\) of 0.02 nm\(^3\) per ion pair. Equation (4) then gives \(Q=2.60\,e\), and the ions move by 0.43 pm. Let the total restoring force at \(E=0\), with the local-field softening included, follow a Morse law along the field with constant \(a=20\) nm\(^{-1}\). The stiffness \(\mu\omega_T^2\) then changes by the factor \(1-3au\) to leading order, and the full Morse force raises the small-signal permittivity by 0.09. If the Morse law is applied to the short-range spring \(k\) alone, the leading change is larger by the factor \(k/(\mu\omega_T^2)\), which exceeds 1 because the local field softens the spring. Reversing the field reverses the leading change. This estimate treats a single bond along the field. In a crystal the term linear in the field depends on direction: with four tetrahedral bonds it is somewhat smaller along a bond axis and vanishes by symmetry along a cube axis, and in a crystal with a centre of inversion it vanishes in every direction.
- *Free strain.* At zero stress a piezoelectric crystal strains by \(eE/C\), where \(e\) here is the piezoelectric constant and \(C\) the elastic stiffness. This adds \(e^2/(\varepsilon_0C)\) to the permittivity, or 0.05 for 0.3 C/m\(^2\) and 200 GPa, counting one strain component. The term grows as \(e^2\), so in a strongly piezoelectric crystal, with a constant near 1.5 C/m\(^2\), it can be of order 1.

**Errors in the inferred value.**

- *Free carriers.* They add \(-\omega_p^2/\omega^2\) to (6), with \(\omega_p^2=ne^2/(\varepsilon_0m)\), where \(e\) is again the elementary charge. For \(n=10^{18}\) cm\(^{-3}\) and \(m=0.4\,m_e\), the upper zero, found numerically, moves from 969 to 974.8 cm\(^{-1}\). Using it as \(\omega_L\) makes the inferred lattice permittivity 0.12 too large.
- *Visible light.* Suppose the electronic response has one resonance at 7 eV. At a photon energy of 2 eV its permittivity is \(1+5.7/[1-(2/7)^2]=7.21\). Using this as \(\varepsilon_\infty\) makes the inferred \(\varepsilon_s\) 0.76 too large.

With the inputs chosen here the last error is the larger one, but the carrier error grows with density: at \(n=10^{19}\) cm\(^{-3}\), as in a heavily doped substrate, the same undamped estimate gives about 1.5, so \(\omega_L\) must come from a lightly doped sample. The visible-light error remains even in an undoped crystal. A refractive index measured in the visible must therefore be extrapolated to photon energies far below the electronic resonance, with the ionic contribution left out, before its square is used in (5).

Numerical values quoted here were computed with a short program.
